# Image charges between two plates and the gap of a molecular junction

**Setting.** A molecule lies in vacuum between two metal contacts, to which it is only weakly coupled. An electron added to it, or a hole left in it, attracts screening charge to the metal surfaces. Model the contacts as two parallel, infinite, perfectly conducting plates a distance \(L\) apart, both held at zero potential. Model the extra charge as a point charge \(q\) midway between them, at distance \(d=L/2\) from each.

Atomic units are used in the algebra, so a charge \(q\) at distance \(r\) produces the potential \(q/r\). The axis normal to the plates is \(x\), with \(x=0\) at the midpoint and plates at \(x=\pm L/2\); \(\rho\) is the distance from this axis. The **stabilization** \(P\) is the amount by which the plates lower the energy of the charge, so \(P>0\) means a lower energy.

## Part (a): one plate

*Remove one plate. Find the stabilization \(P_1\) of the charge at distance \(d\) from the other, and explain the factor of one half in the energy.*

**Answer.** An image charge \(-q\) at distance \(d\) behind the surface makes the potential vanish on the plate, since each point of the plate is equally far from \(q\) and \(-q\). In the vacuum region the image therefore reproduces the potential of the true surface charge. Its distance from the real charge is \(2d\), so the induced potential there is

\[
\phi_1=-\frac{q}{2d}.
\]

The energy is not \(q\phi_1\), because the surface charge is not there in advance. Let the charge grow from \(0\) to \(q\). At an intermediate value \(q'\) the induced potential is \(-q'/(2d)\), and the work done against it is

\[
W_1=\int_0^q\left(-\frac{q'}{2d}\right)dq'=-\frac{q^2}{4d}.
\]

The charge that flows onto the plate arrives at zero potential and adds no energy. The self-energy of \(q\) is the same with and without the plate and drops out. Hence

\[
P_1=\frac{q^2}{4d}=\frac{q^2}{2L}.
\]

The force gives the same result. At distance \(x'\) from the plate the charge is attracted with force \(q^2/(2x')^2\), and the work needed to remove it is \(\int_d^\infty q^2/(4x'^2)\,dx'=q^2/(4d)\).

## Part (b): the images for two plates

*Restore the second plate. Find all the images, and show that they satisfy the boundary condition on both plates.*

**Answer.** Reflection in the plate at \(L/2\) takes \(x\) to \(L-x\) and reverses the sign of the charge. Reflection in the other plate takes \(x\) to \(-L-x\), again with a change of sign.

The real charge at \(0\) gives images \(-q\) at \(L\) and \(-L\). The image at \(-L\) spoils the potential on the right-hand plate and must itself be reflected there, which gives \(+q\) at \(2L\). Likewise the image at \(L\) gives \(+q\) at \(-2L\). Continuing, we obtain

\[
q_n=(-1)^n q,\qquad x_n=nL,\qquad n=\pm1,\pm2,\ldots,
\]

with \(n=0\) the real charge. No image lies between the plates, so no false source has been added there.

Now keep the images with \(|n|\le N\) and look at the right-hand plate. The charges \(n=m+1\) and \(n=-m\) are both at distance \((m+\tfrac12)L\) from it and have opposite signs, so they cancel at every point of the plate. This pairs all charges for \(m=0,\ldots,N-1\) and leaves \(n=-N\) alone. The remaining potential obeys

\[
|\phi_{\rm plate}|=\frac{q}{\sqrt{\rho^2+(N+\frac12)^2L^2}}\le\frac{q}{(N+\frac12)L}
\qquad(q>0),
\]

which tends to zero as \(N\to\infty\). The left-hand plate follows by symmetry.

## Part (c): the sum

*Sum the series, and find the stabilization \(P_2\) and the ratio \(P_2/P_1\).*

**Answer.** The images \(n\) and \(-n\) are equally far from the real charge, so the induced potential there is

\[
\phi_2=2\sum_{n=1}^{\infty}\frac{(-1)^nq}{nL}
=-\frac{2q}{L}\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n}.
\]

To sum the series, write \(1/n=\int_0^1t^{n-1}dt\) and add the finite geometric series:

\[
\sum_{n=1}^{N}\frac{(-1)^{n+1}}{n}
=\int_0^1\sum_{n=1}^{N}(-t)^{n-1}dt
=\int_0^1\frac{1-(-t)^N}{1+t}\,dt .
\]

The first term integrates to \(\ln2\). The second is bounded in size by

\[
\int_0^1\frac{t^N}{1+t}\,dt<\int_0^1t^N\,dt=\frac1{N+1},
\]

and vanishes as \(N\to\infty\). Therefore \(\phi_2=-2q\ln2/L\). The charging argument of part (a) applies again, because the induced potential is still proportional to the charge:

\[
P_2=-\tfrac12q\phi_2=\frac{q^2\ln2}{L}=\frac{q^2\ln2}{2d}.
\]

Dividing by \(P_1=q^2/(2L)\) gives

\[
\boxed{\frac{P_2}{P_1}=2\ln2\approx1.386}
\]

The ratio does not depend on \(q\) or \(L\). It compares one plate and two plates at the same distance \(d\) from the charge.

## Part (d): why the answer is not two

*A student adds the one-plate results for the two plates and obtains \(2P_1\). What is wrong? How quickly does the series correct it?*

**Answer.** The student has kept the images \(n=\pm1\) and dropped the rest. On the right-hand plate the real charge and the image at \(L\) cancel, but the image at \(-L\) does not. At the point of the plate nearest the charge it leaves the potential

\[
-\frac{q}{3L/2}=-\frac{2q}{3L}\ne0 .
\]

The plates are then not at zero potential. Each plate must respond to the screening charge on the other as well as to \(q\).

The partial sums give the following ratios.

| Image pairs kept | \(P_2/P_1\) |
|---:|---:|
| 1 | 2.000 |
| 2 | 1.000 |
| 3 | 1.667 |
| 4 | 1.167 |
| 10 | 1.291 |
| 100 | 1.376 |
| 1000 | 1.385 |

The second pair has the sign of the real charge and raises its energy. The third lowers it, but by less. By symmetry, no pair exerts a net force on the charge at the midpoint. Grouping the terms after the first as

\[
-\left(\tfrac12-\tfrac13\right)-\left(\tfrac14-\tfrac15\right)-\cdots
\]

shows that together they raise the energy. They remove \((2-2\ln2)P_1\) from the student's value. Convergence is slow: by part (c), the error in the ratio after \(N\) pairs is less than \(2/(N+1)\).

The order of the terms also matters, since the series of \(1/n\) without signs diverges. Suppose that negative images are kept up to \(|n|=N\) but positive ones up to \(|n|=2N\). The extra positive images, on both sides together, add

\[
\frac{2q}{L}\sum_{\substack{N<n\le2N\\ n\ \rm even}}\frac1n
\;\longrightarrow\;\frac{2q}{L}\cdot\frac12\int_N^{2N}\frac{dn}{n}=\frac{q\ln2}{L}
\]

to the potential at the charge. They are very far away, so they add the same constant on the plates. The plates are then at \(+q\ln2/L\) and the induced potential at the charge is \(-q\ln2/L\). The difference is still \(-2q\ln2/L\). The symmetric order of part (b) puts the plates at zero, so there no such correction is needed.

## Part (e): a derivation without images

*Confirm \(\phi_2\) by solving for the potential in terms of waves parallel to the plates. What total charge is induced on each plate?*

**Answer.** Expand the potential in plane waves of wave number \(k\) along the plates, with amplitude \(g_k(x)\). Poisson's equation becomes

\[
g_k''-k^2g_k=-4\pi q\,\delta(x),\qquad g_k(\pm L/2)=0 .
\]

The solution that is even in \(x\) and vanishes on the plates is \(g_k=A\sinh[k(L/2-|x|)]\). Its slope jumps by \(-2kA\cosh(kL/2)\) at \(x=0\), and this must equal \(-4\pi q\). Hence

\[
A=\frac{2\pi q}{k\cosh(kL/2)},\qquad g_k(0)=\frac{2\pi q}{k}\tanh\frac{kL}{2}.
\]

Without plates the solution is \((2\pi q/k)e^{-k|x|}\), which equals \(2\pi q/k\) at the charge. Subtracting it leaves the induced part. With \(d^2k/(2\pi)^2=k\,dk/(2\pi)\) after the integral over angle,

\[
\phi_2=\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{2\pi q}{k}\left(\tanh\frac{kL}{2}-1\right)
=-2q\int_0^\infty\frac{dk}{e^{kL}+1}.
\]

Since \(1/(e^{kL}+1)\) is the derivative of \(-\ln(1+e^{-kL})/L\), the integral is \(\ln2/L\), and \(\phi_2=-2q\ln2/L\) as before. This integral converges without any choice of order.

The \(k=0\) component gives the total charge on a plate. The slope at the right-hand plate is \(-kA=-2\pi q/\cosh(kL/2)\), which tends to \(-2\pi q\). The outward flux is thus \(2\pi q\), half of the \(4\pi q\) that leaves the charge, and the plate carries \(-q/2\). A single plate receives all the flux and carries \(-q\). The student's sum would therefore put \(-2q\) on the two plates in total, twice the correct amount.

## Part (f): the gap

*The isolated molecule has ionization energy \(I\) and electron affinity \(A\). By how much do the plates change the gap \(I-A\)?*

**Answer.** With \(E(N)\) the energy of the neutral molecule with \(N\) electrons,

\[
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),
\]
\[
I-A=E(N-1)+E(N+1)-2E(N).
\]

Assume that the molecule keeps its shape, that its neutral state has no permanent multipoles, and that it is not polarized by the image field. Leave out the van der Waals attraction between the molecule and the metal as well. The neutral energy is then unchanged, while both ions, with \(q=\pm1\), are lowered by \(P_2\), which depends on \(q^2\). So

\[
I\to I-P_2,\qquad A\to A+P_2,\qquad
\Delta(I-A)=-2P_2=-\frac{2\ln2}{L}.
\]

It becomes easier both to remove an electron and to add one. This is the gap for adding and removing charge. An excitation that leaves the molecule neutral has no net charge and does not receive this shift in the model. If it moves charge from one part of the molecule to another, however, the resulting dipole has an image energy of its own.

## Part (g): numbers

*Take \(L=10\) Å, \(I=9\) eV and \(A=1\) eV. Evaluate the new gap and the error of the student's rule. Use \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å.*

**Answer.** With \(d=5\) Å,

\[
P_1=\frac{14.40}{4\times5}=0.72\ \text{eV},\qquad
P_2=\frac{14.40\times0.6931}{10}=0.998\ \text{eV}.
\]

In atomic units, \(L=18.90\) bohr and \(P_2=0.0367\) hartree. The ionization energy falls to 8.00 eV and the affinity rises to 2.00 eV. The gap falls by 2.00 eV, from 8.00 to 6.00 eV.

The student's rule gives a reduction of \(4P_1=2.88\) eV and a gap of 5.12 eV. It overstates the reduction by 0.88 eV, or 44 % of the correct model value.

## Part (h): a charge off centre

*The charge is moved to \(x=s\), with \(|s|<L/2\) and \(L\) fixed. Find the stabilization. Is the midpoint a maximum or a minimum of it?*

**Answer.** The reflections of part (b) now put the charge \((-1)^nq\) at \(nL+(-1)^ns\). Images with even \(n\) are at distance \(|n|L\) from the real charge, and those with odd \(n\) are at distance \(|nL-2s|\). Collecting \(\pm n\), and each odd pair with the next even pair,

\[
P(s)=\frac{q^2}{2}\sum_{m=0}^{\infty}\left[\frac1{(2m+1)L-2s}+\frac1{(2m+1)L+2s}-\frac1{(m+1)L}\right].
\]

For \(s=0\) this returns \(q^2\ln2/L\). The first two terms add up to \(2a/(a^2-4s^2)\) with \(a=(2m+1)L\), which is smallest at \(s=0\). The midpoint is therefore the minimum of the stabilization, and the charge is pulled towards the nearer plate if displaced. Near the right-hand plate, at distance \(d'=L/2-s\), the term \(1/(L-2s)=1/(2d')\) dominates and \(P\to q^2/(4d')\), the one-plate result.

For \(s=1\) Å and \(L=10\) Å the gap reduction \(2P\) is 2.12 eV instead of 2.00 eV.

## Part (i): how far to trust the number

*Estimate the effect of the main idealizations on the gap reduction of part (g), and compare the model with a real junction.*

**Answer.** Each estimate below changes one assumption and keeps the others.

**Position of the plates.** The length \(L\) is the distance between the effective image planes, not between the outermost atomic layers. If each plane is 0.5 Å nearer to the molecule, \(L=9\) Å and the reduction is 2.22 eV. If each is 0.5 Å farther away, it is 1.81 eV.

**Extent of the charge.** Split the charge into two halves 4 Å apart, centred on the midpoint. The stabilization is \(-\tfrac12\sum_iq_i\phi_{\rm ind}(i)\), where \(\phi_{\rm ind}(i)\) is the potential at half \(i\) of the images of both halves. The direct repulsion between the halves already belongs to \(I\) and \(A\). Summing the images gives a reduction of 2.25 eV for halves along the axis, where each is nearer to a plate, and 1.90 eV for halves side by side.

**Shape of the contacts.** Replace the plates by two grounded spheres of radius \(R=10\) Å with the same 10 Å gap. A charge \(Q\) at distance \(D\) from the centre of a sphere has an image \(-QR/D\) at distance \(R^2/D\) from that centre. Repeating this between the spheres and summing gives 1.74 eV, about 13 % below the flat-plate value.

**Coupling to the metal.** Let a molecular level have a Lorentzian shape with full width at half maximum \(\Gamma=0.1\) eV and lie \(\varepsilon=3.0\) eV from the Fermi energy. This is half of the reduced gap, so the Fermi energy is assumed to lie in the middle of the gap. The part of the level on the far side of the Fermi energy is \(\pi^{-1}\arctan(\Gamma/2\varepsilon)=0.005\) electron per spin. The picture of whole charges is then reasonable. It fails when \(\Gamma\) becomes comparable with \(\varepsilon\).

The parameters are round values chosen for illustration. Contacts a nanometre apart leave room for a single small molecule, but \(I\) and \(A\) are not those of a particular one. Neither value affects the gap reduction. Real contacts are rough and often pointed rather than flat, and the sphere estimate suggests a loss of some tenths of an eV from this cause; a sharper tip loses more. Two tips shaped as hyperboloids of revolution (foci on the axis, centred on the charge) with the same 10 Å gap give 1.78 eV for an apex radius of 10 Å, but 1.53 eV for 3 Å and 1.37 eV for 1.5 Å. Chemical bonding to the metal can shift and broaden the levels in ways that no image sum contains.

For flat or blunt contacts the estimates range from 1.74 to 2.25 eV, so "about 2 eV" is as much as the model supports for this junction. They do not bound the error, since several effects can act together and atomically sharp tips fall below this range. The model also needs a metal that screens quickly compared with the time the charge stays on the molecule. It fails at small \(L\), where \(P_2\) grows as \(1/L\) without limit while a real electron cloud begins to overlap the metal.

Numbers in the example were calculated in double precision.
